\section*{Why stacking makes InSe direct and MoS2 indirect}

\section*{Question}

In a single layer of InSe the lowest conduction state is at $\Gamma$, the centre of the Brillouin zone, but the highest valence states form a ring around $\Gamma$. The gap is indirect. In the bulk crystal the valence maximum is at the in-plane $\Gamma$ point and the gap is direct. MoS$_2$ goes the other way, from a direct monolayer to an indirect bulk. Why do two layered semiconductors respond oppositely to stacking?

\section*{The mechanism}

Neighbouring layers couple through orbitals that point towards each other. In InSe the valence state at $\Gamma$ is mainly of $p_z$ character, with $z$ normal to the layers. Away from $\Gamma$ it acquires in-plane $p$ character, which couples less strongly across the interlayer gap. Stacking therefore raises the $\Gamma$ state more than the ring states. If the difference is large enough, the ring closes onto $\Gamma$, where the conduction minimum already is.

In MoS$_2$ stacking also raises a valence state at $\Gamma$. There, however, the monolayer has both band edges at the zone corner K. Moving the valence maximum to $\Gamma$ separates it from the conduction minimum. The valence mechanism is shared; the position of the electrons decides the outcome.

``Large enough'' can be made precise. Let $E_N(k)$ be the top valence energy of $N$ layers and $R_N(k)=E_N(k)-E_1(k)$ its rise on stacking. Then
\begin{equation}
E_N(k)-E_N(0)=[E_1(k)-E_1(0)]-[R_N(0)-R_N(k)].
\end{equation}
The valence maximum is at $\Gamma$ if and only if the right side is nonpositive for every $k$. The extra rise of $\Gamma$ must cover the monolayer's energy excess everywhere, not merely at the original ring radius.

\section*{From orbitals to a layer Hamiltonian}

Consider one valence state per layer built from $p_z$ orbitals on the upper and lower Se atoms. Reflection in the middle plane sends an upper $p_z$ orbital to minus a lower one, so the mirror-even combination is $(p_z^{\rm up}-p_z^{\rm low})/\sqrt2$. An energy $\Delta$ below it lies a mirror-even pair of in-plane states, $(p_{x,y}^{\rm up}+p_{x,y}^{\rm low})/\sqrt2$. In-plane momentum does not change mirror parity, so it can mix these states. To first order in $k$, and with isotropy, the $p_z$ state mixes with the in-plane orbital parallel to $\mathbf k$, with strength $Pk$. A choice of phase makes this coupling real. Spin-orbit coupling is omitted here.

Now let two layers face each other. The two adjacent $p_z$ orbitals enter with opposite coefficients, and their bare matrix element $V_\sigma$ is positive, because lobes of opposite sign meet. The coupling of the layer states is $-V_\sigma/2$. For the in-plane orbitals the coefficients agree but the bare element $V_\pi$ is negative, giving $V_\pi/2$. Both couplings are thus negative. Reversing the sign of the basis states in every second layer makes them positive; call them $t$ and $u$. I take $t>u\ge0$, since head-on overlap exceeds sideways overlap. These signs are derived for atoms directly facing each other. When the facing atoms are displaced sideways, the in-plane element gains a $\sigma$ part and $u$ becomes small and of either sign: for the geometry used in the last section it is $+0.011$ eV if $V_\pi=-V_\sigma/4$ and $-0.015$ eV if $V_\pi=-V_\sigma/5$. Thus $u\ge0$ is an assumption; the threshold derived below depends only on $t-u$.

This sign change means that the valence top has phase $\pi$ from layer to layer. The conduction edge can be followed in the same $p_z$ picture. If $g>0$ couples the two orbitals within a layer and $V_\sigma>0$ couples adjacent layers, the bands along the stacking direction are
\begin{equation}
E_\pm(\phi)=\pm|g+V_\sigma e^{i\phi}|,\qquad g\ne V_\sigma .
\end{equation}
The modulus is smallest at $\phi=\pi$, so the valence maximum and conduction minimum share this phase. Within this picture the bulk gap is direct along the stacking axis as well. For a film, ``direct'' refers to the in-plane momentum alone.

\section*{The chain of layers}

For identical layers with nearest-layer coupling, the amplitudes $c_j$ obey
\begin{equation}
c_{j-1}+c_{j+1}=\lambda c_j,\qquad c_0=c_{N+1}=0 .
\end{equation}
Inserting $c_j=\sin j\theta$ gives $\lambda=2\cos\theta$, and the boundary condition at $N+1$ gives $\theta=n\pi/(N+1)$. The same modes serve both orbitals, so each $\lambda$ leaves a separate two-state problem:
\begin{equation}
H_\lambda(k)=
\begin{pmatrix}
t\lambda-Ak^2&Pk\\
Pk&-\Delta+u\lambda-Ak^2
\end{pmatrix}.
\end{equation}
Here $A>0$ is the downward curvature that both states have without mixing. Define the separation of the diagonal elements,
\begin{equation}
D=\Delta+(t-u)\lambda .
\end{equation}
Their mean is $t\lambda-Ak^2-D/2$, so the upper eigenvalue is
\begin{equation}
E=t\lambda-Ak^2-\frac D2+s,\qquad
s=\sqrt{\frac{D^2}{4}+P^2k^2}.
\end{equation}

The derivative of an eigenvalue is the expectation value of the derivative of the Hamiltonian. With $w$ the $p_z$ weight of the upper state,
\begin{equation}
\frac{\partial E}{\partial\lambda}=tw+u(1-w),\qquad
w=\frac12\left(1+\frac{D}{2s}\right).
\end{equation}
This derivative is positive, so the top valence subband has the largest $\lambda$:
\begin{equation}
\lambda_N=2\cos\frac{\pi}{N+1},\qquad \lambda_1=0,\qquad \lambda_\infty=2 .
\end{equation}
At $\Gamma$, $w=1$ and the rise is $t\lambda_N$. For $k>0$ and $P\ne0$, $w<1$ and the rise is smaller.

\section*{When the ring disappears}

Near $\Gamma$, $s\simeq D/2+P^2k^2/D$, hence
\begin{equation}
E\simeq t\lambda+\left(\frac{P^2}{D}-A\right)k^2 .
\end{equation}
The first term in brackets is repulsion from the lower state, which pushes the band up as $k$ grows. In the monolayer it exceeds $A$ and produces the ring. Stacking increases $D$, weakens the repulsion, and can reverse the curvature.

To locate the global maximum, set $D_c=P^2/A$ and eliminate $k^2=(s^2-D^2/4)/P^2$. Since $A/P^2=1/D_c$,
\begin{align}
E-t\lambda
&=-\frac{s^2}{D_c}+\frac{D^2}{4D_c}+s-\frac D2\\
&=\frac{(D_c-D)^2}{4D_c}-\frac{(s-D_c/2)^2}{D_c}.
\end{align}
The second line follows by completing the square. The allowed range is $s\ge D/2$. If $D<D_c$, the maximum is at $s=D_c/2$, which gives the ring radius, depth and orbital weight
\begin{equation}
k_r^2=\frac{D_c}{4A}\left(1-\frac{D^2}{D_c^2}\right),\quad
\delta=\frac{(D_c-D)^2}{4D_c},\quad
w_r=\frac12\left(1+\frac{D}{D_c}\right).
\end{equation}
If $D\ge D_c$, the maximum is at $s=D/2$, that is, at $k=0$. The bulk is direct in this model when
\begin{equation}
\Delta+2(t-u)\ge \frac{P^2}{A}.
\end{equation}
The inequality $t>u$ alone is therefore not sufficient.

Two limits isolate the cause. If $u=t$, stacking lifts the whole band rigidly, $D$ stays equal to $\Delta$, and the ring survives at every thickness. If $P=0$, there is no ring to remove.

The ring also moves while it shrinks. Setting $E-t\lambda=0$ at $k>0$ gives $s=D_c-D/2$ and hence $k^2=(D_c-D)/A$. Thus $\Gamma$ lies above the old monolayer ring point, of radius $k_{r1}$, when
\begin{equation}
k_{r1}^2>\frac{D_c-D}{A}.
\end{equation}
This can happen while a smaller ring still lies above $\Gamma$.

\section*{Numbers for an InSe-like film}

Take rough model values in the regime of InSe: $\Delta=0.50$ eV, $A=0.030$ eV nm$^2$, $P=0.17$ eV nm, $t=0.35$ eV and $u=0.03$ eV. The threshold is
\begin{equation}
D_c=\frac{0.17^2}{0.030}=0.963\ {\rm eV},\qquad
\lambda_c=\frac{0.963-0.500}{0.35-0.03}=1.45 .
\end{equation}
Three layers have $\lambda=1.41$, just below the threshold; four have $\lambda=1.62$. The valence maximum reaches $\Gamma$ at $N=4$. In bulk $D=1.14$ eV, which is above the threshold, though not far above it.

For the monolayer,
\begin{equation}
\delta=\frac{(0.963-0.500)^2}{4(0.963)}=0.056\ {\rm eV},
\end{equation}
and the ring is at $2.42$ nm$^{-1}$ with $p_z$ weight $0.76$.

The conduction minimum is held at $\Gamma$ and lowered by $t_c\lambda$, with $t_c=0.40$ eV. The monolayer $\Gamma$--$\Gamma$ gap is set to 2.80 eV, so the smallest gap is $2.80-(t+t_c)\lambda-\delta$ in eV.

\begin{center}
\begin{tabular}{ccccc}
$N$ & $\Gamma$ rise (eV) & $k_r$ (nm$^{-1}$) & $\delta$ (meV) & smallest gap (eV)\\
1 & 0 & 2.42 & 55.7 & 2.74\\
2 & 0.35 & 1.49 & 5.3 & 2.04\\
3 & 0.495 & 0.42 & 0.03 & 1.74\\
4 & 0.57 & 0 & 0 & 1.59\\
bulk & 0.70 & 0 & 0 & 1.30
\end{tabular}
\end{center}

The bilayer shows why the old ring point is not a sufficient guide. $\Gamma$ rises by 350 meV and the old ring point by 289 meV. The difference, 61 meV, exceeds the original 56 meV depth, so $\Gamma$ has overtaken that point. Yet a smaller ring remains, 5 meV above $\Gamma$.

Direct diagonalization of complete films with one to eight layers, followed by a search for the maximum, agrees with the closed forms to $10^{-3}$ nm$^{-1}$ in radius and $10^{-8}$ eV in depth. With $u$ set equal to $t$, the ten-layer film retains the monolayer depth of 55.7 meV. This confirms that unequal raising, rather than raising itself, removes the ring.

\section*{The same rule in MoS$_2$}

For MoS$_2$ compare separate valleys. Take the monolayer valence energy at K as zero, with $\Gamma$ at $-0.10$ eV, and interlayer hoppings of 0.02 and 0.30 eV respectively. These are rough values and omit the spin splitting at K. In a bilayer, $\lambda=1$, so
\begin{equation}
E_\Gamma=-0.10+0.30=0.20\ {\rm eV},\qquad E_{\rm K}=0.02\ {\rm eV}.
\end{equation}
The valence maximum has moved to $\Gamma$. With the values below the conduction minimum is still at K, but only 0.02 eV below Q, a margin smaller than the roughness of the inputs. The gap is indirect in either case.

In the conduction band, let the Q valley, between $\Gamma$ and K, start 0.20 eV above K and fall by $0.18\lambda$ eV, with K fixed. In bulk Q lies at $0.20-0.36=-0.16$ eV relative to K. The electrons move to Q, not to $\Gamma$, and the gap remains indirect.

\section*{Real films and the limits of the model}

Bulk InSe has a gap of roughly 1.3 eV. The model's bulk value agrees because its hoppings were chosen in that regime; it is not a prediction. The layer Hamiltonian also omits the mirror-odd $p_z$ state. With $g=1.4$ eV and $V_\sigma=0.7$ eV, the two-orbital picture gives a bilayer rise at $\Gamma$ of $V_\sigma/2+g-\sqrt{g^2+V_\sigma^2/4}=0.31$ eV instead of 0.35 eV, so the omitted state reduces the rise in thin films; in bulk the rise is $V_\sigma=0.70$ eV, equal to $2t$. This matters for the crossover. Keep the mirror-odd $p_z$ state 2.8 eV above, with an assumed mass of 0.2 electron masses, and the mirror-odd in-plane pair 0.4 eV below with curvature $A$, all linked by the same head-on hoppings. The bilayer depth then grows from 5 to about 16 meV, and a ring 0.2 meV deep remains at six layers and is gone at eight. One result is atypical: the bulk in-plane hole mass at $\Gamma$ is 8.2 electron masses, far heavier than is usual for a bulk semiconductor. It arises because $A-P^2/D$ is a small difference near the threshold. One assumption that fails when neighbouring layers are displaced sideways is that interlayer hopping is independent of $k$. For three neighbours displaced sideways by $\rho=0.231$ nm, averaging their phase factors to order $k^2$ gives $t(k)=t(1-k^2\rho^2/4)$. Taken alone, this change adds a downward curvature $t\lambda\rho^2/4$, reduces the mass to 2.7 electron masses, and brings the crossover from four layers to three. It is not the whole effect of the displacement.

Hopping between displaced layers also mixes the two orbital types at first order in $k$, replacing $P$ by $P+q\lambda$. Small values of $q$ already show how sensitive the result is. For $q=+0.01$ eV nm the bulk threshold becomes $0.19^2/0.030=1.20$ eV, above $D=1.14$ eV, and the ring persists in bulk. No direct film is found up to 25 layers. For $q=-0.01$ eV nm the crossover is at three layers. Including the $k$-dependent hopping together with $q=+0.01$ eV nm also gives three. The actual mixing may be larger. If the facing Se planes are 0.30 nm apart and $V_\pi=-V_\sigma/4$, two-centre hopping scaled to $t=0.35$ eV gives $|q|$ near 0.05 eV nm. Together with the $k$-dependent hopping, a positive $q$ of this size keeps the ring even in bulk, while a negative one removes it at two layers. The sign of $q$ in InSe is not determined here, so the model shows how unequal raising can close the ring, not that it does so alone in the real crystal. The crossover thickness is consequently a property of the parameters, not a reliable value for a real film.

Other changes are less decisive for these parameters within the two-state Hamiltonian, which leaves out the mixing with mirror-odd states. A field of 0.5 MV/cm inside the film shifts adjacent layers by 41.5 meV but leaves the first direct thickness at four layers. Shifting the $p_z$ level of the surface layers by $-50$ or $+50$ meV gives four or three. Raising the lower state's bare curvature to 0.050 eV nm$^2$ reduces the monolayer depth to 37 meV but leaves the crossover at four, because that curvature does not enter the $k^2$ coefficient at $\Gamma$. Spin-orbit coupling mixes the monolayer $\Gamma$ state with mirror-odd in-plane states. Assume a coupling strength of 0.20 eV, an Se share of 0.50 and a level 0.40 eV below; the angular-momentum matrix element is $1/\sqrt2$. Second-order repulsion then raises $\Gamma$ by $(0.20\times0.50/\sqrt2)^2/0.40=0.0125$ eV. This is a rough estimate, and the corresponding shift of the ring was not calculated, so the change in depth remains open.

For a channel at 300 K, $k_BT=26$ meV. This is below the monolayer ring depth but above the bilayer's 5 meV, so thermal holes in the model bilayer occupy both the ring and $\Gamma$. The thickness at which the gap becomes strictly direct is then not a sharp boundary for hole occupation.

On the ring, carrier filling is a smaller energy scale. This does not carry over to an ordinary parabolic maximum: for a mass of 0.7 electron masses, $10^{13}$ holes per cm$^2$ fill 34 meV, more than $k_BT$ at 300 K. At zero temperature, holes filling an energy $\eta$ below the ring top occupy $|s-D_c/2|\le\sqrt{D_c\eta}$. The corresponding width in $k^2$ is $2\sqrt{D_c\eta}/A$. This holds for $\eta\le\delta$, so that the filled annulus does not reach $\Gamma$. Counting two spins gives a hole density $n=\sqrt{D_c\eta}/(\pi A)$, or
\begin{equation}
\eta=\frac{(\pi An)^2}{D_c}.
\end{equation}
At $n=10^{13}$ cm$^{-2}=0.1$ nm$^{-2}$ this is 0.09 meV in the monolayer. An assumed hexagonal energy variation of 5 meV around the ring is much larger, so the circular filling formula would fail at low temperature. If that variation scales as $k^6$, it falls to 0.27 meV at the bilayer ring.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough InSe-like model values)
Delta = 0.50 eV, A = 0.030 eV nm^2, P = 0.17 eV nm
t = 0.35 eV, u = 0.03 eV, t_c = 0.40 eV
monolayer Gamma-Gamma gap = 2.80 eV
layer spacing = 0.83 nm, lattice constant = 0.40 nm
bare mass from A = 1.27 electron masses
THRESHOLD
D_c = 0.9633 eV, bulk D = 1.1400 eV
critical lambda = 1.4479
Gamma above old ring point from N = 2
valence maximum at Gamma from N = 4
stacking phase: valence 180, conduction 180 degrees
FILMS: rises from the monolayer; ring rise follows the moving maximum
N lambda D(eV) Gamma-rise(eV) max-rise(eV) k_r(1/nm) depth(meV) pz-weight Gamma-gap(eV) smallest-gap(eV)
1 0.0000 0.5000 0.0000 0.0000 2.422 55.712 0.760 2.8000 2.7443
2 1.0000 0.8200 0.3500 0.2996 1.487 5.332 0.926 2.0500 2.0447
3 1.4142 0.9525 0.4950 0.4393 0.423 0.030 0.994 1.7393 1.7393
4 1.6180 1.0178 0.5663 0.5106 0.000 0.000 1.000 1.5865 1.5865
5 1.7321 1.0543 0.6062 0.5505 0.000 0.000 1.000 1.5010 1.5010
6 1.8019 1.0766 0.6307 0.5750 0.000 0.000 1.000 1.4485 1.4485
bulk 2.0000 1.1400 0.7000 0.6443 0.000 0.000 1.000 1.3000 1.3000
bilayer rise at the old ring point = 0.2894 eV
control u = t: depth at N = 10 is 55.712 meV
MOS2 COMPARISON (rough offsets and hoppings, eV)
valence: {'Gamma': (-0.1, 0.3), 'K': (0.0, 0.02)}
conduction: {'K': (0.0, 0.0), 'Q': (0.2, 0.18)}
N = 1: valence maximum K, conduction minimum K
N = 2: valence maximum Gamma, conduction minimum K
bulk: valence maximum Gamma, conduction minimum Q
NEGLECTED EFFECTS
thermal energy at 300 K = 25.85 meV
monolayer hole filling at 1e13 cm^-2, 0 K = 0.0922 meV
field 0.5 MV/cm = 41.5 meV per layer; first direct N: 4
ring depth at N = 10 in this field = 0.0000 meV
surface pz shift -50 meV: first direct N: 4
surface pz shift +50 meV: first direct N: 3
lower-state curvature 0.050 eV nm^2: monolayer depth = 37.09 meV, first direct N: 4
lateral neighbour distance = 0.2309 nm; k-dependent hopping: first direct N: 3
interlayer mixing -0.01 eV nm: first direct N: 3
interlayer mixing +0.01 eV nm: first direct N: none up to 25
mixing +0.01 eV nm and k-dependent hopping: first direct N: 3
bulk hole mass at Gamma = 8.20 electron masses; with k-dependent hopping 2.72
k^6 warping: 5.0 meV assumed at N = 1 ring, 0.268 meV at N = 2 ring
spin-orbit inputs: strength 0.20 eV, Se share 0.50, level separation 0.40 eV
spin-orbit upward shift at monolayer Gamma = 12.50 meV
\end{verbatim}
